# Stable phases of a spin-torque oscillator driven near twice its frequency: test program

```python
"""Phase locking of a spin-torque oscillator driven near twice its frequency.
Result under test: theta' = delta - K sin(2 theta), K > 0, delta = K/2,
has stable phases 15 and 195 degrees, each approached at rate sqrt(3) K.
theta: oscillator phase minus half the drive phase minus atan(nu)/2
delta: free angular frequency minus half the drive angular frequency
K: locking strength; F: parametric drive strength, K = F sqrt(1 + nu^2)
Gamma: power-restoring coefficient (small power deviations decay at 2 Gamma)
nu: dimensionless nonlinear frequency shift; p: power, 1 when free running
D: phase diffusion constant.  Times are in us and rates in rad/us.
"""
import numpy as np
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq

deg = np.pi / 180
two_pi = 2 * np.pi
f_free, f_K, f_Gamma, nu, linewidth = 300.0, 0.5, 5.0, 2.0, 0.05
K, Gamma = two_pi * f_K, two_pi * f_Gamma
delta = K / 2
F = K / np.sqrt(1 + nu**2)
beta = np.arctan(nu)
Omega = 2 * (two_pi * f_free - delta)
rate = np.sqrt(3) * K


def phase_rate(theta, detuning=delta, strength=K):
    return detuning - strength * np.sin(2 * theta)


def integrate_phase(starts, t_end, detuning=delta, strength=K, **options):
    return solve_ivp(lambda t, y: phase_rate(y, detuning, strength),
                     (0, t_end), np.atleast_1d(starts), method="DOP853",
                     rtol=1e-10, atol=1e-11, **options)


def angular_error(a, b):
    return np.abs(np.angle(np.exp(1j * (a - b))))


# Stationary phases by a sign scan, with slopes by finite differences.
grid = np.arange(0.5, 361, 1.0) * deg
roots = np.array([brentq(phase_rate, a, b) for a, b in zip(grid, grid[1:])
                  if phase_rate(a) * phase_rate(b) < 0])
assert np.allclose(roots / deg, [15, 75, 195, 255], atol=1e-7)
h = 1e-5
slopes = (phase_rate(roots + h) - phase_rate(roots - h)) / (2 * h)
assert np.allclose(slopes, rate * np.array([-1, 1, -1, 1]), rtol=1e-6)

# Attractors and basins by direct integration.
starts = np.arange(7.5, 360, 15) * deg
ends = integrate_phase(starts, 40 / K).y[:, -1]
expected = np.where((starts > 75 * deg) & (starts < 255 * deg), 195, 15) * deg
assert np.max(angular_error(ends, expected)) < 1e-6
ends_negative = integrate_phase(starts, 40 / K, -K / 2, -K).y[:, -1]
targets = np.array([75, 255]) * deg
assert np.max(np.min(angular_error(ends_negative[:, None], targets), axis=1)) < 1e-6
assert all(np.any(angular_error(ends_negative, a) < 1e-6) for a in targets)


# Closed solution against numerical integration.
def closed_phase(t, start):
    decay = np.exp(-rate * t)
    vector = (np.sin(75 * deg - start) * np.exp(15j * deg)
              + decay * np.sin(start - 15 * deg) * np.exp(75j * deg))
    return np.angle(vector)


times = np.array([0, 0.1, 0.2, 0.4, 0.8, 1.6])
for start_deg in (-80, 60, 90, 170, 240, 300):
    path = integrate_phase(start_deg * deg, times[-1], t_eval=times).y[0]
    assert np.max(angular_error(path, closed_phase(times, start_deg * deg))) < 1e-7


def sine_ratio(theta):
    return np.sin(theta - 15 * deg) / np.sin(theta - 75 * deg)


settling = np.log(sine_ratio(60 * deg) / sine_ratio(16 * deg)) / rate
dense = integrate_phase(60 * deg, 1.5, dense_output=True).sol
settling_ode = brentq(lambda t: dense(t)[0] - 16 * deg, 0.01, 1.5)
assert abs(settling / settling_ode - 1) < 1e-6

# Locking is lost just beyond |delta| = K.
for sign in (-1, 1):
    inside = integrate_phase(0.0, 100 / K, sign * 0.98 * K).y[0, -1]
    outside = integrate_phase(0.0, 100 / K, sign * 1.02 * K).y[0, -1]
    assert abs(inside) < np.pi / 2 and abs(outside) > 4 * np.pi

# Original oscillating equation, integrated without averaging.
drive_phase = 0.7


def laboratory(t, z):
    excess = abs(z[0])**2 - 1
    own = 1j * (two_pi * f_free + nu * Gamma * excess) - Gamma * excess
    return np.array([own * z[0] + 2 * F * np.cos(Omega * t + drive_phase)
                     * np.conj(z[0])])


sample = np.linspace(2.95, 3.0, 1001)
lab_phases, ripples = [], []
for start_deg, target in ((40, 15), (150, 195)):
    z0 = np.exp(1j * (start_deg * deg + beta / 2 + drive_phase / 2))
    run = solve_ivp(laboratory, (0, 3), np.array([z0]), method="DOP853",
                    t_eval=sample, rtol=1e-9, atol=1e-11)
    assert run.success
    slow = run.y[0] * np.exp(-0.5j * (Omega * sample + drive_phase + beta))
    mean_phase = np.angle(np.mean(slow))
    assert angular_error(mean_phase, target * deg) < 0.1 * deg
    lab_phases.append(mean_phase / deg % 360)
    ripples.append(np.max(angular_error(np.angle(slow), mean_phase)) / deg)


# Slow equations with power and phase both free.
def slow_flow(state, gamma):
    power, raw = state
    return np.array([
        2 * power * (-gamma * (power - 1) + F * np.cos(2 * raw)),
        delta + nu * gamma * (power - 1) - F * np.sin(2 * raw)])


def jacobian(theta, gamma):
    raw = theta + beta / 2
    point = np.array([1 + F * np.cos(2 * raw) / gamma, raw])
    assert np.max(np.abs(slow_flow(point, gamma))) < 1e-8
    columns = []
    for step in np.eye(2) * 1e-5:
        columns.append((slow_flow(point + step, gamma)
                        - slow_flow(point - step, gamma)) / 2e-5)
    return np.array(columns).T, point


for theta in roots:
    matrix, point = jacobian(theta, Gamma)
    determinant = 4 * Gamma * point[0] * K * np.cos(2 * theta)
    trace = -2 * Gamma * point[0] - 2 * F * np.cos(2 * point[1])
    assert abs(np.linalg.det(matrix) / determinant - 1) < 1e-5
    assert abs(np.trace(matrix) / trace - 1) < 1e-5
    stable = np.all(np.linalg.eigvals(matrix).real < 0)
    assert stable == (np.cos(2 * theta) > 0)
matrix, point = jacobian(15 * deg, Gamma)
slow_rate = np.min(-np.linalg.eigvals(matrix).real)
assert abs(slow_rate / rate - 1) < 0.15  # finite power relaxation
fast_matrix, _ = jacobian(15 * deg, 100 * Gamma)
fast_limit = np.min(-np.linalg.eigvals(fast_matrix).real)
assert abs(fast_limit / rate - 1) < 0.003

# Thermal spread: phase-only estimate and power-plus-phase calculation.
D = np.pi * linewidth
rms_simple = np.sqrt(D / rate) / deg
D_bare = D / (1 + nu**2)
noise = np.diag([8 * point[0]**2 * D_bare, 2 * D_bare])
covariance = solve_continuous_lyapunov(matrix, -noise)
rms_full = np.sqrt(covariance[1, 1]) / deg
assert abs(rms_full / rms_simple - 1) < 0.1  # finite power relaxation


# Thermal slips: passage-time integral, Fourier flux and barrier estimate.
def potential(theta):
    return -delta * theta - K * np.cos(2 * theta) / 2


x = np.linspace(0, np.pi, 601)
s = np.linspace(0, np.pi, 2001)
weight = np.exp((potential(x[:, None]) - potential(x[:, None] - s)) / D)
passage_time = simpson(simpson(weight, x=s, axis=1), x=x) / D
modes = np.arange(-80, 81)
size, middle = len(modes), 80
flux_matrix = (np.diag(delta - 2j * D * modes)
               - K / 2j * np.eye(size, k=-1) + K / 2j * np.eye(size, k=1))
system = flux_matrix.copy()
system[middle] = 0
system[middle, middle] = 1
right = np.zeros(size, complex)
right[middle] = 1 / np.pi
coefficients = np.linalg.solve(system, right)
slip_rate = (flux_matrix[middle] @ coefficients).real
assert abs(slip_rate * passage_time - 1) < 1e-4
barrier = potential(75 * deg) - potential(15 * deg)
assert abs(barrier / (K * (np.sqrt(3) / 2 - np.pi / 6)) - 1) < 1e-12
slip_estimate = rate / two_pi * np.exp(-barrier / D)
assert abs(slip_estimate / slip_rate - 1) < 0.2  # finite barrier height

# Other neglected effects.
drift = 0.1
drifted = brentq(lambda a: phase_rate(a, delta + two_pi * drift), 0, np.pi / 4)
curvature = nu * F**2 / Gamma  # bound for a unit quadratic coefficient

print("INPUTS (rough vortex-junction values)")
print(f"free frequency = {f_free:.1f} MHz")
print(f"K/(2 pi) = {f_K:.3f} MHz")
print(f"delta/(2 pi) = {delta/two_pi:.3f} MHz")
print(f"drive frequency = {Omega/two_pi:.3f} MHz")
print(f"locked oscillator frequency = {Omega/(2*two_pi):.3f} MHz")
print(f"Gamma/(2 pi) = {f_Gamma:.2f} MHz")
print(f"nonlinear shift nu = {nu:.2f} (dimensionless)")
print(f"F/(2 pi) = {F/two_pi:.4f} MHz")
print(f"F/Gamma = {F/Gamma:.4f} (dimensionless)")
print(f"phase-origin shift beta/2 = {beta/(2*deg):.2f} deg")
print(f"free linewidth (full width) = {1000*linewidth:.1f} kHz")
print("PHASES AND MOTION")
for root, slope in zip(roots, slopes):
    kind = "stable" if slope < 0 else "unstable"
    print(f"phase {root/deg:.3f} deg: slope/K = {slope/K:+.4f}, {kind}")
print(f"approach rate sqrt(3) K = {rate:.4f} per us")
print(f"approach time 1/(sqrt(3) K) = {1000/rate:.1f} ns")
print(f"full drive locking range = {4*K/two_pi:.3f} MHz")
for t in times:
    a, b = [closed_phase(t, q * deg) / deg % 360 for q in (60, 90)]
    print(f"t = {1000*t:.0f} ns: from 60 deg {a:.3f}; from 90 deg {b:.3f} deg")
print(f"time from 60 to 16 deg = {1000*settling:.1f} ns")
print("UNAVERAGED EQUATION")
print(f"final mean phase, start 40 deg = {lab_phases[0]:.4f} deg")
print(f"final mean phase, start 150 deg = {lab_phases[1]:.4f} deg")
print(f"largest fast phase ripple = {max(ripples):.4f} deg")
print("NEGLECTED EFFECTS")
print(f"slow rate with free power = {slow_rate:.4f} per us")
print(f"change of approach rate = {100*(slow_rate/rate-1):.2f} percent")
print(f"power change at stable phase = {100*(point[0]-1):.3f} percent")
print(f"frequency-curvature bound = {curvature/two_pi:.4f} MHz")
print(f"linear phase shift for that bound = {curvature/rate/deg:.2f} deg")
print(f"assumed free-frequency drift = {drift:.2f} MHz")
print(f"stable phase after drift = {drifted/deg:.2f} deg")
print(f"upward drift that ends locking = {(K-delta)/two_pi:.3f} MHz")
print(f"phase diffusion D = {D:.5f} rad^2/us")
print(f"thermal rms phase, phase-only = {rms_simple:.2f} deg")
print(f"thermal rms phase, free power = {rms_full:.2f} deg")
print(f"slip barrier/D = {barrier/D:.3f} (dimensionless)")
print(f"slip rate, stationary flux = {1e6*slip_rate:.1f} per s")
print(f"slip rate, barrier estimate = {1e6*slip_estimate:.1f} per s")
print(f"mean time between slips = {passage_time/1000:.3f} ms")
print("OK")
```

It prints:

```
INPUTS (rough vortex-junction values)
free frequency = 300.0 MHz
K/(2 pi) = 0.500 MHz
delta/(2 pi) = 0.250 MHz
drive frequency = 599.500 MHz
locked oscillator frequency = 299.750 MHz
Gamma/(2 pi) = 5.00 MHz
nonlinear shift nu = 2.00 (dimensionless)
F/(2 pi) = 0.2236 MHz
F/Gamma = 0.0447 (dimensionless)
phase-origin shift beta/2 = 31.72 deg
free linewidth (full width) = 50.0 kHz
PHASES AND MOTION
phase 15.000 deg: slope/K = -1.7321, stable
phase 75.000 deg: slope/K = +1.7321, unstable
phase 195.000 deg: slope/K = -1.7321, stable
phase 255.000 deg: slope/K = +1.7321, unstable
approach rate sqrt(3) K = 5.4414 per us
approach time 1/(sqrt(3) K) = 183.8 ns
full drive locking range = 2.000 MHz
t = 0 ns: from 60 deg 60.000; from 90 deg 90.000 deg
t = 100 ns: from 60 deg 52.449; from 90 deg 102.468 deg
t = 200 ns: from 60 deg 43.624; from 90 deg 123.845 deg
t = 400 ns: from 60 deg 28.082; from 90 deg 170.059 deg
t = 800 ns: from 60 deg 16.714; from 90 deg 192.560 deg
t = 1600 ns: from 60 deg 15.022; from 90 deg 194.969 deg
time from 60 to 16 deg = 900.4 ns
UNAVERAGED EQUATION
final mean phase, start 40 deg = 14.9973 deg
final mean phase, start 150 deg = 194.9973 deg
largest fast phase ripple = 0.0105 deg
NEGLECTED EFFECTS
slow rate with free power = 6.0398 per us
change of approach rate = 11.00 percent
power change at stable phase = -0.268 percent
frequency-curvature bound = 0.0200 MHz
linear phase shift for that bound = 1.32 deg
assumed free-frequency drift = 0.10 MHz
stable phase after drift = 22.21 deg
upward drift that ends locking = 0.250 MHz
phase diffusion D = 0.15708 rad^2/us
thermal rms phase, phase-only = 9.73 deg
thermal rms phase, free power = 9.83 deg
slip barrier/D = 6.849 (dimensionless)
slip rate, stationary flux = 870.3 per s
slip rate, barrier estimate = 918.9 per s
mean time between slips = 1.149 ms
OK
```
